Hall Factor of the Warped Heavy-Hole Band and Its Concave Patches

**Problem**

A Hall measurement yields a hole density p through R_H = r_H/(ep), so the factor r_H must be known. Take a heavy-hole band whose energy E, measured from the band edge into the band, is

E = ħ²k² g(n)/(2m₀), g = A − q, q = √(B² + C²s)

s = nx²ny² + ny²nz² + nz²nx²

Here n = k/|k|. In terms of the Luttinger parameters, A = γ₁, B = 2γ₂ and C² = 12(γ₃² − γ₂²). This dispersion is the starting point; it holds when E is small compared with the spin-orbit splitting.

Use the rough typical silicon values γ = 4.3, 0.34, 1.45, which give A = 4.30, B = 0.68, C² = 23.84. The radial mass m₀/g is then 0.28 m₀ along [100], 0.57 m₀ along [110] and 0.71 m₀ along [111]. The constant-energy surface bulges towards [111] and is drawn in at [100].

The carriers have charge +e, a relaxation time τ(E) depending on energy alone, and Maxwell statistics. The magnetic field is weak.

(a) Find the conductivity mass m_c and the Hall factor r_H for acoustic-phonon scattering.
(b) Find what the concave parts of the surface contribute, and whether they are needed for r_H < 1.
(c) Decide whether the heavy-band result can be carried over to p-type silicon as a whole.

**First estimate by scaling**

For a spherical band, acoustic phonons give r_H = 3π/8 = 1.18, as derived below. Warping multiplies this by an anisotropy factor r_a.

Warping tilts the velocity away from k. The ratio of the squared sideways velocity to the squared radial velocity is |∇g|²/(4g²), where ∇ is the gradient on the unit sphere. Let δ² = var(g)/mean(g)², which is 0.0643 here. The cubic pattern s is, apart from a constant, a spherical harmonic of degree 4, for which the mean squared gradient is 4·5 = 20 times the variance. The sideways motion therefore raises the mean squared velocity by a relative amount of about

20δ²/4 = 5δ² = 0.32

The Hall coefficient contains the conductivity squared in its denominator. If the numerator is left unchanged,

r_a ≈ 1/(1.32)² ≈ 0.57, r_H ≈ 1.18 × 0.57 ≈ 0.67

This suggests a factor below one, but it ignores how warping changes the Hall current itself. That change depends on the curvature of the surface.

**Exact solution: currents from the Boltzmann equation**

Let F be the electric field and f = f₀ + φ. In the steady state

(e/ħ)(F + v×B)·∇ₖf = −φ/τ

Since ∇ₖf₀ = ħv f₀′ and (v×B)·v = 0, the magnetic field does not act on f₀. To first order in F and zeroth order in B,

φ₀ = eτ(−f₀′) F·v

The next order in B is φ₁ = −(eτ/ħ)(v×B)·∇ₖφ₀. The gradient of τ(−f₀′) is parallel to v and drops out, so the derivative acts on v alone. With the inverse-mass tensor M_ij = ħ⁻²∂²E/∂k_i∂k_j,

φ₁ = −e²τ²(−f₀′) Σ_lj (v×B)_l M_lj F_j

For B along z, v×B = B(v_y, −v_x, 0). The current j_x = eΣv_xφ, with Σ running over states per volume, gives

σ = e² Σ τ(−f₀′) v²/3

σ_xy = e³B Σ τ²(−f₀′) v_x(v_x M_yy − v_y M_xy)

The factor v²/3 replaces v_x² by cubic symmetry. The same symmetry makes the bracketed Hall expression equal, after summation, for all six ordered pairs of different axes. Adding the six pairs gives

Σ_{i≠j}(v_i²M_jj − v_iv_jM_ij) = v² tr M − v·M·v ≡ Q

because the diagonal terms v_i²M_ii subtracted from the two parts cancel. Each pair therefore contributes Q/6.

Q has a geometrical meaning. The unit normal to the energy surface is v/|v|, and its divergence in k-space is the sum of the principal curvatures:

κ₁ + κ₂ = ∇ₖ·(v/|v|) = ħ tr M/|v| − ħ v·M·v/|v|³ = ħQ/|v|³

A convex patch adds to the Hall current. A patch with κ₁ + κ₂ < 0 subtracts from it, and "concave" has this meaning from here on. Likewise "the convex part" will mean the region with κ₁ + κ₂ > 0, which includes saddle-shaped patches.

With j_y = 0 and σ_yx = −σ_xy, the transverse field is F_y = σ_xyF_x/σ. To lowest order in B,

R_H = F_y/(j_xB) = σ_xy/(Bσ²)

**Exact solution: reduction to angular averages**

For the surface algebra set ħ = m₀ = 1, so E = k²g/2. Write G = |∇g|² and let Λ be the Laplacian of g on the unit sphere. The k-space gradient of g is ∇g/k, hence

v = k(g n + ½∇g), v² = k²W, W = g² + G/4

At fixed direction dE = kg dk. The number of states per energy and solid angle is proportional to k²/(kg) = k/g, and k = √(2E/g) turns this into √(2E) g^(−3/2). Let ⟨ ⟩ denote the plain average over directions and define

I₀ = ⟨g^(−3/2)⟩, I₁ = ⟨g^(−5/2)W⟩

The mean of v² on the energy shell is then 2E I₁/I₀.

For Q, two pieces are needed. The Laplacian of k²g/2 gives

tr M = 3g + Λ/2

Since v·M·v = ½v·∇ₖ(v²) and ∇ₖ(k²W) = k(2Wn + ∇W),

v·M·v = k²(gW + ¼∇g·∇W)

Subtracting,

Q = k²(2gW + ½WΛ − ¼∇g·∇W)

Inserting k² = 2E/g and the weight g^(−3/2) gives ⟨g^(−3/2)Q⟩ = 4E J, with

J = ⟨g^(−5/2)(gW + ¼WΛ − ⅛∇g·∇W)⟩

The sphere has no boundary, so integration by parts moves the derivative off W:

−⟨g^(−5/2)∇g·∇W⟩ = ⟨W(g^(−5/2)Λ − (5/2)g^(−7/2)G)⟩

One eighth of this is added to the other terms:

J = ⟨W g^(−5/2)(g + 3Λ/8 − 5G/(16g))⟩

The energy integrals remain. The density of states grows as √E, and Maxwell statistics give −f₀′ = f₀/(k_BT). Define the transport average

⟨τ⟩_E = ∫τE^(3/2)f₀dE / ∫E^(3/2)f₀dE

Integration by parts gives ∫E^(3/2)f₀dE = (3/2)k_BT ∫E^(1/2)f₀dE, so the factors 2E/(3k_BT) integrate to the density p. With m₀ restored,

σ = (pe²⟨τ⟩_E/m₀) I₁/I₀

σ_xy = (pe³B⟨τ²⟩_E/m₀²) J/I₀

Comparison with σ = pe²⟨τ⟩_E/m_c and R_H = r_H/(ep) yields

m_c = m₀I₀/I₁

r_H = r_s r_a, r_s = ⟨τ²⟩_E/⟨τ⟩_E², r_a = I₀J/I₁²

For acoustic phonons 1/τ is proportional to the density of states, so τ ∝ E^(−1/2) and

r_s = Γ(3/2)Γ(5/2)/Γ(2)² = (√π/2)(3√π/4) = 3π/8

**Derivatives of the warped surface**

Extend s to S = kx²ky² + ky²kz² + kz²kx², so that ∂S/∂k_i = 2k_i(k² − k_i²). With t = nx²ny²nz², the unit sphere has Σn_i⁴ = 1 − 2s and Σn_i⁶ = 1 − 3s + 3t. Therefore

|∇ₖS|² = 4Σn_i²(1 − n_i²)² = 4s + 12t

S has degree 4, so its radial derivative is 4s. Removing it leaves

|∇s|² = 4s + 12t − 16s²

The full Laplacian of S is 4k². Its radial part on the unit sphere is 4·5s, so the Laplacian of s is 4 − 20s = −20(s − 1/5), which confirms the degree-4 pattern used in the estimate. The chain rule for q then gives

G = C⁴|∇s|²/(4q²), Λ = −[C²(2 − 10s) − G]/q

**Numbers for the heavy band**

Integration over directions gives I₀ = 0.3705, I₁ = 0.8992 and J = 1.3842. Hence

m_c = (0.3705/0.8992)m₀ = 0.412 m₀

r_a = 0.3705 × 1.3842/0.8992² = 0.634

r_H = 1.178 × 0.634 = 0.747

These digits belong to the chosen γ values. The result is sensitive to the warping: γ = 4.22, 0.39, 1.44 gives r_H = 0.75, while γ = 4.26, 0.38, 1.56 gives 0.63.

An independent calculation follows carriers backwards along their field-bent orbits and weights their earlier velocities by exp(−t/τ). At eBτ/m₀ = 2×10⁻⁴ it also gives r_a = 0.634.

For p = 10¹⁷ cm⁻³ and a chosen mean relaxation time of 0.10 ps, the drift mobility is

μ = e⟨τ⟩_E/m_c = 427 cm²/Vs

The conductivity is epμ = 6.84 S/cm, the Hall mobility is r_Hμ = 0.747 × 427 = 319 cm²/Vs, and

R_H = 0.747/(1.602×10⁻¹⁹ C × 10¹⁷ cm⁻³) = 46.6 cm³/C

Reading this coefficient with r_H = 1 would give a density of 1.34×10¹⁷ cm⁻³, which is 34% above the density put in.

**What the concave patches do**

At [100], s = 0 and both G and ∇W vanish, while Λ = −2C²/B. The sign of Q there is the sign of

g + Λ/4 = (A − B) − C²/(2B)

The [100] point becomes concave when

C² > 2B(A − B) = 2 × 0.68 × 3.62 = 4.92

The silicon-like value 23.84 lies far beyond this. A scan of directions found no concave patch at 0.98 times the threshold and found one at 1.02 times, so the dents open at [100] to that resolution.

For the example, the concave patches cover 18% of the solid angle and hold 10% of the carriers. They contribute −0.339 to J against +1.723 from the convex part (of which 37% of the full solid angle is saddle-shaped and 44% has both curvatures positive). Dropping the negative part would give r_H = 0.93 in place of 0.75.

So the concave patches lower the factor by about 0.18, but even without their subtraction it would be below one. The value 0.93 is a piece of bookkeeping: it belongs to the convex part of a dented surface, and no closed surface has that part alone.

A comparison between complete surfaces is obtained by growing C with A, B and the scattering law held fixed. At the threshold, r_a = 0.974 and r_H = 1.147. At 25 values of C² from 0.02 to 1 times the threshold, r_H stayed above one. At C² = 23.84 it is 0.747. In this family, then, r_H crosses one after the dents have opened. By then the convex part has also changed, so the crossing cannot be credited to the negative patches alone.

**The limit of weak warping**

Multiplying g by a constant leaves r_a unchanged, so set g = 1 + εh, with ⟨h⟩ = 0 and h of degree 4. Then Λ = −20εh, ⟨G⟩ = 20δ² and δ² = ε²⟨h²⟩. To second order,

I₀ = 1 + (15/8)δ²

I₁ = ⟨g^(−1/2)⟩ + ¼⟨G⟩ = 1 + (3/8 + 5)δ² = 1 + (43/8)δ²

The three terms of J give, in order,

⟨Wg^(−3/2)⟩ = 1 + (−1/8 + 5)δ²

(3/8)⟨Wg^(−5/2)Λ⟩ = (3/8)⟨(1 − ½εh)(−20εh)⟩ = (15/4)δ²

−(5/16)⟨G⟩ = −(25/4)δ²

Their sum is J = 1 + (19/8)δ². Therefore

r_a = 1 + (15/8 + 19/8 − 86/8)δ² = 1 − (13/2)δ²

A direct evaluation at C² = 0.004 gives the coefficient 6.50. Such a surface is convex, so r_a < 1 does not require concavity. For δ² well below 0.02, however, the reduction is too small to overcome the factor 1.18 from acoustic scattering, and r_H stays above one.

**Comparison of the estimate with the solution**

The scaling estimate gave r_a ≈ 0.57 and r_H ≈ 0.67; the solution gives 0.634 and 0.747. The estimate is 10% low relative to the solution.

The expansion shows what was omitted. The estimate kept the gradient term 5δ² in I₁, which enters r_a as −10δ². The remaining terms add +3.5δ², including the change in the Hall current. At δ² = 0.0643 the second-order formula gives r_a = 0.58, also too low, so higher orders matter for a surface this strongly warped. The estimate has the right size, but its closeness is not controlled: writing it as 1 − 10δ² instead of 1/(1 + 5δ²)² would have given 0.36.

**Can the result be carried over to silicon?**

Light holes have g = A + q, which reverses the sign of Λ. If both bands share the same τ(E), their currents add at each energy, and so do their values of I₀, I₁ and J. The light band has 0.0608, 0.4083 and 2.6404. The sums are 0.4313, 1.3075 and 4.0246, so

r_a = 0.4313 × 4.0246/1.3075² = 1.015, r_H = 1.196

The light holes are 14% of the carriers but supply 66% of J. In this parabolic two-band model the total factor is above one.

Parabolic bands are themselves doubtful at room temperature, where k_BT = 26 meV is not small compared with a spin-orbit splitting of about 44 meV. A six-band calculation including the split-off band, with 1/τ proportional to the total density of states, gives:

- at 100 K: 0.65 for the heavy band, 1.46 for all bands
- at 300 K: 0.53 for the heavy band, 1.12 for all bands

With a very large splitting the same calculation reproduces 0.747 and 1.196 to within 0.3%. The total does not move steadily with temperature: it is 1.20 in the parabolic limit, higher at 100 K and lower again at 300 K. No explanation of this rise and fall is derived here.

Measured Hall factors of lightly doped p-type silicon at room temperature are roughly 0.7 to 0.8. The heavy-band value 0.747 falls in that range, but this is not a confirmation: at 300 K the six-band calculation gives 0.53 for the heavy band and 1.12 for all bands. Those figures contain acoustic scattering only, which is not adequate at 300 K. Adding optical phonons of 63 meV to the six-band rate, with a chosen coupling ratio of 3 and τ still equal in all bands and independent of direction, gives about 0.44 for the heavy band and 0.78 for all bands. The total then lies in the measured range while the heavy band alone does not. The agreement depends on the chosen ratio, and anisotropic scattering was not calculated. The mobility of 427 cm²/Vs follows from the chosen relaxation time. It is typical of lightly doped silicon and rather high for 10¹⁷ cm⁻³, where ionized impurities also scatter and change r_s.

Other corrections can be sized for the parabolic heavy band alone:

- Optical phonons of 63 meV, with a chosen optical-to-acoustic coupling ratio of 3, raise r_s to 1.32 and r_H to 0.83. This direction holds for the parabolic band only; in the six-band model at 300 K the same term lowers the factor.
- Degeneracy is negligible: p is about 1% of the effective density of states, and r_s changes by less than 0.1%.
- A field of 0.5 T, with constant τ = 0.10 ps, changes r_a by about 0.1%.

The answer to (c) is therefore no. The heavy band by itself has a Hall factor below one in this model, but that does not establish a factor below one for p-type silicon: the total depends on the light band, on non-parabolicity and on the scattering mechanisms included.

Calculated quantities

```
Luttinger parameters: 4.3 0.34 1.45 (dimensionless)
A, B, C^2, C: 4.300 0.680 23.843 4.883
radial mass [100]: 0.2762 m0
radial mass [110]: 0.5664 m0
radial mass [111]: 0.7143 m0
I0, I1, J: 0.37045 0.89918 1.38418
conductivity mass: 0.4120 m0
density-of-states mass: 0.5158 m0
anisotropy factor r_a, formula: 0.6342
anisotropy factor r_a, weak-field orbits: 0.6342
acoustic scattering factor 3 pi/8: 1.1781
heavy-hole Hall factor r_H: 0.7471
J from convex, concave patches: 1.7227 -0.3385
r_a with concave part of J dropped: 0.7893
r_H with concave part of J dropped: 0.9298
concave share of solid angle: 18.3 %
concave share of carriers: 9.7 %
C^2 at onset of concavity: 4.923
r_a and r_H at onset: 0.9737 1.1471
weak-warping coefficient, numerical: 6.500
var(g)/mean(g)^2 for the example: 0.0643
temperature: 300 K, kT: 25.85 meV
heavy-hole density: 1.0e+17 cm^-3
mean relaxation time: 0.10 ps
drift mobility: 426.9 cm2/Vs
Hall mobility: 319.0 cm2/Vs
conductivity: 6.840 S/cm
Hall coefficient: 46.63 cm3/C
density read off with r_H set to 1: 1.338e+17 cm^-3
light-hole I0, I1, J: 0.06081 0.40829 2.64044
light share of holes, parabolic: 14.1 %
heavy+light r_a, r_H, parabolic: 1.0153 1.1961
spin-orbit splitting: 44 meV
six-band r_H at 100 K, heavy, all: 0.651 1.461
six-band r_H at 300 K, heavy, all: 0.535 1.121
optical phonon energy: 63 meV
optical/acoustic coupling ratio: 3.0
scattering factor with optical phonons: 1.3161
heavy-hole r_H with optical phonons: 0.8347
effective density of states, heavy: 9.296e+18 cm^-3
scattering factor with degeneracy: 1.1773
field: 0.5 T, e B tau/m0: 0.00879
r_a at this field, constant tau: 0.6349
```
